# Werner's Effective Barrier and Curved Arrhenius Plots at Grain Boundaries

## 1. The situation

In n-type polycrystalline silicon, electrons trapped at a grain boundary bend the conduction band upward. An electron passing from one grain to the next must climb this barrier. If every point of the boundary had the same, temperature-independent barrier, a plot of $\ln(G/T)$ against $1/T$, with $G$ the small-bias conductance per area, would be a straight line whose slope gave the barrier height.

Trapped charge and dopants are discrete and unevenly placed, however, so the barrier varies along the boundary. Low places conduct much better than high ones, and cooling increases their advantage. The average conductance therefore does not follow the average barrier.

Let $B$ be the local height of the barrier top, that is, the highest energy of the conduction-band edge on the way across the boundary, measured from the equilibrium Fermi level. The model assumes:

- The boundary is a set of patches conducting in parallel, each with its own $B$.
- The area distribution of $B$ is Gaussian, with mean $\bar B$ and standard deviation $\sigma$, both independent of temperature.
- Electrons reaching the top are nondegenerate and cross by thermionic emission without reflection.

Energies enter the formulas in joules and are quoted in eV. The elementary charge is $q>0$, and $\beta=1/(k_BT)$. The results to be derived are

$$
B_{\rm eff}=\bar B-\frac{\sigma^2}{2k_BT},\qquad
E_a=\bar B-\frac{\sigma^2}{k_BT}.
$$

The first energy reproduces the size of the conductance; the second is the local slope of its Arrhenius plot.

## 2. Conductance of one patch

Take an isotropic mass $m$ first. An electron above the barrier with momentum $\mathbf p$ has energy $B+p^2/2m$ relative to the Fermi level. With two spin states per phase-space volume $h^3$, the current density emitted in one direction is

$$
J_0=\frac{2q}{h^3}\int_{p_x>0}\frac{p_x}{m}\,
e^{-\beta(B+p^2/2m)}\,d^3p .
$$

The Boltzmann factor replaces the Fermi function because $e^{-\beta B}\ll1$. The normal and transverse integrals are

$$
\int_0^\infty\frac{p_x}{m}e^{-\beta p_x^2/2m}dp_x=k_BT,
\qquad
\int_0^\infty2\pi p_\perp e^{-\beta p_\perp^2/2m}dp_\perp=2\pi mk_BT .
$$

Their product gives

$$
J_0=A^*T^2e^{-\beta B},\qquad A^*=\frac{4\pi qmk_B^2}{h^3}.
$$

Now apply a voltage $V$ across the boundary. Let $B(V)$ be the barrier seen from the emitting side. Seen from the other side, whose Fermi level is lower by $qV$, it is $B(V)+qV$. The net current is the difference of the two fluxes:

$$
J=A^*T^2e^{-\beta B(V)}\left(1-e^{-\beta qV}\right).
$$

When this is differentiated at $V=0$, the term containing $dB/dV$ is multiplied by $1-1=0$. The change of the barrier with bias therefore drops out at first order, and

$$
G(B)=\left.\frac{dJ}{dV}\right|_0=A^*T^2e^{-\beta B}\,\beta q
=\frac{qA^*T}{k_B}e^{-\beta B}.
$$

This requires $qV\ll k_BT$ across each boundary.

## 3. The average over patches

Parallel patches share the same voltage, so their currents add in proportion to area:

$$
G=\frac{qA^*T}{k_B}\int_{-\infty}^{\infty}
\frac{e^{-(B-\bar B)^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,e^{-\beta B}\,dB .
$$

The exponent is $-[(B-\bar B)^2+2\beta\sigma^2B]/2\sigma^2$. Writing $B=(B-\bar B)+\bar B$ in the second term and completing the square gives

$$
(B-\bar B)^2+2\beta\sigma^2B
=(B-\bar B+\beta\sigma^2)^2+2\beta\sigma^2\bar B-\beta^2\sigma^4 .
$$

Division by $-2\sigma^2$ turns the last two terms into $-\beta\bar B+\beta^2\sigma^2/2$. They do not depend on $B$, and the remaining normalized Gaussian integrates to one. Hence

$$
G=\frac{qA^*T}{k_B}\,e^{-\beta\bar B+\beta^2\sigma^2/2}
=\frac{qA^*T}{k_B}\,e^{-\beta B_{\rm eff}},
\qquad B_{\rm eff}=\bar B-\frac{\beta\sigma^2}{2}.
$$

The square also shows where the current flows. The current carried per interval of $B$ is a Gaussian of unchanged width $\sigma$, centred at

$$
B^*=\bar B-\beta\sigma^2 .
$$

This is the compromise between the number of low patches, which falls with depth, and their conductance, which rises. Half the current passes through barriers below $B^*$. Their area fraction is $\mathcal N(-\beta\sigma)$, where $\mathcal N$ is the cumulative normal distribution.

The parallel arrangement fixes the sign. If the same barriers were in series, resistances proportional to $e^{+\beta B}$ would be averaged. Replacing $\beta$ by $-\beta$ in the Gaussian average gives $e^{\beta\bar B+\beta^2\sigma^2/2}$, hence an effective barrier $\bar B+\sigma^2/(2k_BT)$.

## 4. Why the Arrhenius plot curves

Define $y=\ln(G/T)$. Then

$$
y=\ln\frac{qA^*}{k_B}-\beta\bar B+\frac{\beta^2\sigma^2}{2},
$$

a parabola in $1/T$ that opens upward. The local activation energy is

$$
E_a=-\frac{dy}{d\beta}=\bar B-\beta\sigma^2=B^* .
$$

It lies below $B_{\rm eff}$ because the effective barrier itself changes with temperature. From $E_a=d(\beta B_{\rm eff})/d\beta$ and $\beta\,d/d\beta=-T\,d/dT$,

$$
E_a=B_{\rm eff}-T\frac{dB_{\rm eff}}{dT}.
$$

The upward curvature does not depend on the Gaussian form. For any temperature-independent distribution $P(B)$ whose averages exist, let $Z=\int P\,e^{-\beta B}dB$. Then

$$
-\frac{d\ln Z}{d\beta}=\frac{\int BPe^{-\beta B}dB}{Z}=\langle B\rangle_J,
$$

where the subscript marks an average weighted by current. A second differentiation, by the quotient rule, gives

$$
\frac{d^2\ln Z}{d\beta^2}=\langle B^2\rangle_J-\langle B\rangle_J^2\ge0 .
$$

The slope is the mean barrier met by the current, and the curvature is the variance of that barrier. On cooling, the current moves to lower barriers and the plot flattens. What is special to the Gaussian is that the variance stays at $\sigma^2$, which makes the curve a parabola.

A tangent drawn at one temperature and extended to $1/T=0$ has the intercept

$$
y-\beta\frac{dy}{d\beta}=\ln\frac{qA^*}{k_B}-\frac{\beta^2\sigma^2}{2}.
$$

Read as a uniform barrier, the data would thus give a Richardson constant too small by the factor $e^{-\beta^2\sigma^2/2}$, together with the energy $E_a$.

## 5. A silicon boundary in numbers

Take round values for an n-type boundary: $\bar B=0.60$ eV, $\sigma=0.06$ eV and doping $N_D=10^{17}$ cm$^{-3}$. Silicon has six conduction valleys, with masses $m_t=0.19$ and $m_l=0.98$ in units of the free mass. For emission along $\langle100\rangle$, the transverse integral replaces $m$ in each valley by the square root of the product of the two masses transverse to the current. Summed over the six valleys, this gives

$$
2m_t+4\sqrt{m_tm_l}=2.106,\qquad A^*=253\ \mathrm{A\,cm^{-2}K^{-2}}.
$$

At 300 K, $k_BT=0.02585$ eV, so

$$
B_{\rm eff}=0.60-\frac{0.0036}{2(0.02585)}=0.530\ \mathrm{eV},
\qquad
E_a=0.60-\frac{0.0036}{0.02585}=0.461\ \mathrm{eV}.
$$

With $k_B/q=8.617\times10^{-5}$ V/K, the conductance is

$$
G=\frac{253\times300}{8.617\times10^{-5}}\,e^{-0.5304/0.02585}
\simeq1.08\ \mathrm{S\,cm^{-2}} .
$$

| $T$ (K) | $B_{\rm eff}$ (eV) | $E_a$ (eV) | $G$ (S cm$^{-2}$) | $e^{\beta^2\sigma^2/2}$ |
|---|---|---|---|---|
| 200 | 0.496 | 0.391 | $1.9\times10^{-4}$ | 428 |
| 300 | 0.530 | 0.461 | 1.08 | 14.8 |
| 400 | 0.548 | 0.496 | 147 | 4.55 |

The last column is the gain over a uniform barrier of 0.60 eV. At 300 K half the current uses 1.0 % of the area; at 200 K it uses 0.025 %.

A straight line fitted by least squares between 200 and 400 K, at points evenly spaced in $1/T$, gives 0.443 eV. Such a fit to a parabola returns the slope at the midpoint $\beta_m$: with $\beta=\beta_m+\delta$, the term $\delta^2$ is even and adds nothing to the fitted slope. The intercept of this line corresponds to 0.038 of the true Richardson constant. The fitted energy is neither the mean barrier nor the effective barrier at any temperature in the range.

## 6. Recovering the mean and the width

If $A^*$ is known, each measured $G$ gives

$$
B_{\rm eff}=-k_BT\ln\frac{k_BG}{qA^*T}.
$$

Plotted against $1/T$, this is a line with intercept $\bar B$ and slope $-\sigma^2/2k_B$. If $A^*$ is unknown, a quadratic fit of $y$ against $\beta$ gives $-\bar B$ as the linear coefficient and $\sigma^2/2$ as the quadratic one.

A barrier may also drift with temperature. If the mean is $\bar B_0-aT$, then $-\beta(\bar B_0-aT)=-\beta\bar B_0+a/k_B$. The quadratic fit then returns $\bar B_0$, the linear extrapolation to zero temperature, and the drift appears only in the intercept.

A second case arises when the band bending $\Phi$, rather than $B$, is independent of temperature. Write $B=\zeta+\Phi$, where $\zeta$ is the distance from the Fermi level to the band edge inside the grain. For a fixed nondegenerate electron density $n$, $e^{-\beta\zeta}=n/N_c$, with $N_c\propto T^{3/2}$ the effective density of states. Then

$$
G\propto T\,T^{-3/2}\langle e^{-\beta\Phi}\rangle
=T^{-1/2}e^{-\beta\bar\Phi+\beta^2\sigma^2/2}.
$$

The suitable ordinate is now $\ln(G\sqrt T)$, and the fitted mean is $\bar\Phi$.

## 7. The low-temperature limit

The parabola has a minimum where $E_a=0$, at $T=\sigma^2/(k_B\bar B)=69.6$ K in the example. Below it the formula predicts a conductance factor that grows on cooling. This comes from the Gaussian tail of very low and negative barriers, which the boundary does not possess: a depleted boundary cannot have its band top below the band edge of the grain.

Let the distribution end at a floor $b$ and be normalized above it. The shifted Gaussian of Section 3 is then integrated from $b$, so

$$
\langle e^{-\beta B}\rangle=e^{-\beta\bar B+\beta^2\sigma^2/2}\,
\frac{\mathcal N[(B^*-b)/\sigma]}{\mathcal N[(\bar B-b)/\sigma]} .
$$

The correction is small while $B^*$ lies several $\sigma$ above $b$. For an assumed floor $b=0.20$ eV, which at low temperature lies well above the band edge of the grain, it raises $B_{\rm eff}$ at 200 K by about 0.01 meV. The current centre $B^*$ would reach this floor at 104 K.

Well below that temperature the current gathers at the floor. Expanding the Gaussian exponent to first order in $B-b$, the current weight falls as $e^{-\lambda(B-b)}$ with $\lambda=\beta-(\bar B-b)/\sigma^2$, so $E_a\simeq b+1/\lambda$. At 50 K, $\lambda=232-111=121$ eV$^{-1}$, which gives 0.208 eV. Integration over the truncated distribution gives the same value to this accuracy, whereas the formula without a floor gives $-0.236$ eV. For emission over the barrier top, the local slope energy $E_a$ thus tends to a constant floor $b$ at low temperature, instead of falling without limit. If the only floor is the band edge of the grain, it moves with temperature: with donor freeze-out it lies about 0.03 eV above the Fermi level at 50 K, and $E_a$ is then about 0.04 eV. In silicon at the doping of Section 5 this limit would not be seen: at 50 K tunnelling through the barrier already exceeds emission over it by about two orders of magnitude, and the slope energy falls below $b$.

## 8. Patch size and patch number

A narrow low patch is shielded by its high surroundings. In the depletion approximation the mean band bending is $\Phi(1-z/w)^2$ at distance $z$ from the boundary, with $\Phi=q^2N_Dw^2/2\varepsilon$. At 300 K and full ionization $\zeta=0.146$ eV, so $\Phi=0.454$ eV. With relative permittivity 11.7, $w=77$ nm on each side.

Lower the barrier by $D$ inside a disc of radius $R$, keeping $w$ fixed. The added potential energy obeys Laplace's equation, and on the axis it is $-D$ times the solid angle of the disc divided by $2\pi$:

$$
U(z)=\Phi\left(1-\frac zw\right)^2-D\left(1-\frac{z}{\sqrt{z^2+R^2}}\right),
\qquad U'(0)=-\frac{2\Phi}{w}+\frac DR .
$$

If $R<Dw/2\Phi$, the potential first rises away from the boundary and the electron meets a higher barrier. For the typical current-carrying patch at 300 K, $D=\beta\sigma^2=0.139$ eV and the critical radius is 12 nm. At half this radius the barrier on the axis is 33 meV higher. This model prescribes the potential in the boundary plane, as strong pinning by traps would. For a symmetric boundary Gauss's law gives the sheet charge at the centre as $2\varepsilon U'(0)/q$, so a patch below the critical radius must hold positive charge there, about $1.5\times10^{12}$ elementary charges per cm$^2$ at half the radius. With only negative trapped charge the potential does not rise away from the boundary; a small patch then simply cannot be lowered by $D$, and a fully neutral disc of half the critical radius is lowered by about 66 meV. Where the charge rather than the potential is fixed, the length that matters is $w$: a disc given the charge that would lower an extended boundary by 139 meV is lowered at its centre by 86 meV for $R=56$ nm, the area of a 100 nm square, and by 132 meV for $R=150$ nm. The independent-patch picture therefore needs patches well above the critical size and, for barriers set by charge, wider than $w$; the 100 nm patch used below is an assumed counting unit.

There must also be enough patches. For $N$ independent patches of equal area, the relative variance of the total conductance is

$$
\frac1N\left(\frac{\langle e^{-2\beta B}\rangle}{\langle e^{-\beta B}\rangle^2}-1\right)
=\frac{e^{\beta^2\sigma^2}-1}{N},
$$

since the numerator is $e^{-2\beta\bar B+2\beta^2\sigma^2}$ and the denominator $e^{-2\beta\bar B+\beta^2\sigma^2}$. A scatter of 10 % between boundaries needs $2.2\times10^4$ patches at 300 K and $1.8\times10^7$ at 200 K. With patches 100 nm square, these occupy $2.2\times10^{-4}$ and 0.18 mm$^2$. The 200 K values hold for the unbounded Gaussian, whose variance then comes from barriers near $\bar B-2\beta\sigma^2=0.18$ eV. The floor of 0.20 eV used in Section 7 lowers the number to about $7\times10^6$.

## 9. Other neglected effects

**Gap drift.** Let the barrier follow half the silicon gap, described by $E_g=1.17-4.73\times10^{-4}T^2/(T+636)$ eV with $T$ in kelvin, and equal 0.60 eV at 300 K. A quadratic fit from 200 to 400 K then returns 0.656 eV and $\sigma=0.064$ eV. Linear extrapolation with the 300 K drift, 0.127 meV/K, accounts for a mean of 0.638 eV; the curvature of the gap law supplies the rest and also changes the apparent width.

**Tunnelling.** Electrons can cross just below the sharp top. A numerical WKB integral through both parabolic sides, using the light mass 0.19 and averaging over the Gaussian, multiplies the current by 1.7 at 300 K and 2.4 at 200 K. This equals a barrier reduction of 14 to 15 meV at both temperatures. The estimate is somewhat high, by about 3 meV: WKB sets the transmission to one at the top and neglects reflection above it, and two of the six valleys have the heavy mass along the current and tunnel less.

**Skewness.** The next term in the expansion of $-\beta^{-1}\ln\langle e^{-\beta B}\rangle$ is $+g\sigma^3\beta^2/6$, where $g$ is the skewness. For $g=0.1$ at 300 K it is 5.4 meV. A shifted gamma distribution with this skewness gives a full shift of 5.0 meV.

**Diffusion.** Electrons must also drift and diffuse through the depletion layers. Integrating $dx/(q\mu n)$ over both layers at the dominant barrier, with mobility $\mu=700$ cm$^2$/Vs, gives 0.15 of the emission resistance at 300 K. This equals a barrier increase of 4 meV. The figure is only a rough guide: this mobility implies a mean free path of about 20 nm, whereas the potential falls by $k_BT$ within 2.6 nm of the top, so transport there is nearly ballistic rather than diffusive. With the same mobility, a grain 1000 nm long adds 0.13 % of the boundary resistance at 400 K; the lower mobility at that temperature raises this to about 0.2 %.

**Orientation and degeneracy.** Emission along $\langle111\rangle$ changes the prefactor by 5 %, equivalent to 1.3 meV at 300 K. The occupation at the top of the dominant barrier is $6\times10^{-7}$ at 400 K, so Boltzmann statistics are adequate there.

## 10. Comparison with real polysilicon

A barrier near half the gap is expected when plentiful traps near mid-gap hold the Fermi level there; heavy doping or passivated traps can give much lower barriers. The spread of 0.06 eV is an assumed value. In small devices the assumption of many parallel patches can fail. A boundary of 1 μm$^2$ holds 100 patches of the assumed size, and at 300 K about one of them is expected in the low group that carries half the average current. Such boundaries differ strongly from one another. In the extreme of a single patch, the median barrier is 0.60 eV, which is 70 meV above $B_{\rm eff}$. Current paths through many grains also place barriers in series. For single barriers purely in series the effective value at 300 K would be 0.67 eV, 139 meV above the parallel result. A curved Arrhenius plot alone therefore does not establish $\sigma$: the current paths, the drift of the barrier and the tunnelling share must be known as well.

Numbers in the example were calculated in double precision.
